\section*{Layer Fields from Unequal Interface Dipoles in a Periodic Two-Layer Supercell}

\section{What goes wrong}

A band offset can be computed in a supercell that holds one layer of material A and one of material B, repeated periodically. Such a cell has two interfaces, and they may differ in termination, bonding or atomic relaxation. If their dipole steps differ, the potential cannot be flat in both layers and still return to its starting value after one period. The layers must then carry electric fields.

Two errors can follow. If the fields are overlooked, the potential difference read between the layer centres may be assigned to one interface, although it belongs to neither. If the fields are noticed, they may be mistaken for a property of the materials alone, although they depend on the thicknesses chosen for the cell. In the example below, a difference of $0.4$ V between the steps puts fields of about $0.7$ and $0.9$ MV/cm into the layers and shifts an offset read at the centres by $0.2$ eV from its value at either interface.

\section{Cell, signs and assumptions}

Layer A occupies $0<x<d_A$ and layer B occupies $d_A<x<L$, with $L=d_A+d_B$. Interface 1 is at $x=d_A$. Interface 2 is at $x=L$, which is equivalent to $x=0$. The relative permittivities along $x$ are $\varepsilon_A$ and $\varepsilon_B$.

Let $V(x)$ be the electrostatic potential averaged over the interface plane and then along $x$ over the atomic period of each material in turn, so that the atomic oscillations of both are removed. The field is $E=-dV/dx$. An electron has potential energy $-eV$, so a plot of electron potential energy has the opposite slope and opposite steps.

Both steps are counted from A to B, whatever the order in which the interfaces are crossed:
\begin{equation}
S_i=(V_B-V_A)_{\text{interface }i},\qquad i=1,2 .
\end{equation}
They are defined at zero field in both layers, where the potential is flat on each side. Crossing interface 1 towards increasing $x$ changes $V$ by $+S_1$. Crossing interface 2 in the same direction leads from B to A and changes $V$ by $-S_2$. We write $\Delta S=S_1-S_2$.

The assumptions are these. The potential is periodic, so no voltage is applied across the cell. Each layer is thick enough to have a bulk-like middle and responds linearly. There are no free carriers and no net fixed charge at the interfaces. Any polarization present at zero field has the same normal component in both layers. At first the interfaces are also electrically sharp, meaning that their steps do not change with the field.

\section{The two conditions that fix the fields}

Let $P_0$ be the common zero-field polarization. The full displacement in layer $j$ is $\varepsilon_0\varepsilon_jE_j+P_0$. Without free or fixed charge, Gauss's law makes it equal in the two layers. Subtracting $P_0$ from both sides leaves
\begin{equation}
\varepsilon_0\varepsilon_A E_A=\varepsilon_0\varepsilon_B E_B\equiv D .
\label{gauss}
\end{equation}
From here on $D$ denotes this reduced displacement, and zero displacement means $D=0$. The steps $S_i$ belong to that state.

The second condition comes from one trip round the cell. The potential changes by $-E_Ad_A$ through A, by $S_1$ at interface 1, by $-E_Bd_B$ through B and by $-S_2$ at interface 2. Periodicity requires
\begin{equation}
-E_Ad_A+S_1-E_Bd_B-S_2=0,
\end{equation}
and therefore
\begin{equation}
E_Ad_A+E_Bd_B=\Delta S .
\label{loop}
\end{equation}
Inserting $E_j=D/(\varepsilon_0\varepsilon_j)$ gives
\begin{equation}
\frac{D}{\varepsilon_0}\left(\frac{d_A}{\varepsilon_A}+\frac{d_B}{\varepsilon_B}\right)=\Delta S,
\qquad
D=\frac{\varepsilon_0\,\Delta S}{d_A/\varepsilon_A+d_B/\varepsilon_B}.
\label{D}
\end{equation}
Dividing $D$ by $\varepsilon_0\varepsilon_A$ or by $\varepsilon_0\varepsilon_B$ yields the fields:
\begin{equation}
E_A=\frac{\Delta S}{d_A+\varepsilon_Ad_B/\varepsilon_B},\qquad
E_B=\frac{\Delta S}{d_B+\varepsilon_Bd_A/\varepsilon_A}.
\label{fields}
\end{equation}

The layers act as two capacitors in series, and $\Delta S$ plays the part of the voltage across them. The average of the steps does not enter. Two equal steps produce no layer field in this model, however large they are.

The permittivities must describe the response that the calculation allows. With ions held in place they are electronic permittivities. With ions relaxed in the field they are static ones.

\section{Drops and thickness limits}

The potential drop in A is
\begin{equation}
E_Ad_A=\Delta S\,\frac{d_A/\varepsilon_A}{d_A/\varepsilon_A+d_B/\varepsilon_B},
\label{drop}
\end{equation}
and the drop in B follows by exchanging the labels. The fractions are positive and add to one. Both drops thus have the sign of $\Delta S$, and neither exceeds it in size.

If $d_B$ grows at fixed $d_A$, then $E_B\to\Delta S/d_B$ and $E_A\to\varepsilon_B\Delta S/(\varepsilon_Ad_B)$. Both fields vanish, but B takes up nearly the whole drop $\Delta S$. If both layers grow in proportion, the fields fall as $1/L$ while Eq.~(\ref{drop}) leaves the drops unchanged. A larger cell therefore weakens the fields without removing the potential differences they cause.

Vacuum is the case $\varepsilon_B=1$. The steps then belong to the two surfaces of a slab, and
\begin{equation}
E_A=\frac{\Delta S}{d_A+\varepsilon_Ad_B},\qquad
E_B=\frac{\varepsilon_A\Delta S}{d_A+\varepsilon_Ad_B}.
\end{equation}
This is the field that an asymmetric slab acquires in a periodic cell.

The fields can be removed by giving up periodicity of $V$. If $V(L)-V(0)=U$ is imposed, the zero on the right of the loop condition becomes $U$, and $\Delta S$ in Eq.~(\ref{D}) becomes $\Delta S-U$. Choosing $U=\Delta S$ gives $D=0$. Another way is to build a cell whose two interfaces are equivalent by symmetry, so that $\Delta S=0$.

\section{What the layer centres reveal}

From the centre of A to the centre of B, the potential falls by half the drop in A, jumps by $S_1$, and falls by half the drop in B. Using Eq.~(\ref{loop}),
\begin{align}
V_B^{\rm mid}-V_A^{\rm mid}
&=S_1-\tfrac12(E_Ad_A+E_Bd_B)\nonumber\\
&=S_1-\tfrac12(S_1-S_2)=\tfrac12(S_1+S_2).
\label{mid}
\end{align}
For sharp interfaces the centres give the mean step, for any thicknesses and permittivities. The individual steps follow by adding or subtracting half the summed drops:
\begin{equation}
S_{1,2}=V_B^{\rm mid}-V_A^{\rm mid}\pm\tfrac12(E_Ad_A+E_Bd_B).
\end{equation}
The upper sign belongs to interface 1. For sharp interfaces, one cell with measurable slopes thus yields both steps. If the interfaces respond to the field, the same construction gives the steps present at the displacement of that cell.

\section{Interfaces with their own response}

A real interface has a finite width, and its dipole changes with the field. Describe it by a local permittivity $\varepsilon(x)$ and a fixed dipole density $p(x)$ confined near the interface. Then $D=\varepsilon_0\varepsilon(x)E(x)+p(x)$, so
\begin{equation}
-E(x)=\frac{p(x)}{\varepsilon_0\varepsilon(x)}-\frac{D}{\varepsilon_0\varepsilon(x)} .
\end{equation}
Integrate from a point a distance $a$ inside A to a point a distance $b$ inside B, both beyond the interface region. The first term gives the step $S_1$ at $D=0$. The second gives $-(D/\varepsilon_0)\int dx/\varepsilon(x)$.

In practice one extends the straight potential lines of the layers to the dividing plane. This removes the bulk contribution $-(D/\varepsilon_0)(a/\varepsilon_A+b/\varepsilon_B)$. The step read at the actual displacement is therefore
\begin{equation}
S_1'=S_1-\frac{\lambda_1D}{\varepsilon_0},\qquad
\lambda_1=\int\frac{dx}{\varepsilon(x)}-\frac{a}{\varepsilon_A}-\frac{b}{\varepsilon_B}.
\label{lambda}
\end{equation}
The excess length $\lambda_2$ is defined likewise. Interface 2 is crossed from B to A, so the potential change there is $-S_2'=-S_2-\lambda_2D/\varepsilon_0$, and
\begin{equation}
S_2'=S_2+\frac{\lambda_2D}{\varepsilon_0}.
\end{equation}

The loop condition holds for the steps actually present:
\begin{equation}
E_Ad_A+E_Bd_B=S_1'-S_2'=\Delta S-(\lambda_1+\lambda_2)\frac{D}{\varepsilon_0}.
\end{equation}
Writing the left side as $(D/\varepsilon_0)(d_A/\varepsilon_A+d_B/\varepsilon_B)$ and collecting the terms in $D$ gives
\begin{equation}
D=\frac{\varepsilon_0\Delta S}{d_A/\varepsilon_A+d_B/\varepsilon_B+\lambda_1+\lambda_2}.
\label{general}
\end{equation}
Two correct uses must be kept apart. Steps defined at zero displacement require the excess lengths. Steps read in the same cell already contain the interface response and satisfy the sharp formula without them.

The position of the dividing plane is a convention. Moving interface 1 by $\delta$ towards B changes $d_A/\varepsilon_A+d_B/\varepsilon_B$ by $\delta(1/\varepsilon_A-1/\varepsilon_B)$. In Eq.~(\ref{lambda}), $a$ grows by $\delta$ and $b$ shrinks by $\delta$, so $\lambda_1$ changes by the opposite amount. The displacement is unaffected.

The centre-to-centre lineup becomes
\begin{equation}
\tfrac12(S_1'+S_2')=\tfrac12(S_1+S_2)+\frac{(\lambda_2-\lambda_1)D}{2\varepsilon_0}.
\label{midgeneral}
\end{equation}
It remains the mean zero-displacement step when the two excess lengths are equal.

\subsection{Steps from a thickness series}

Equation~(\ref{general}) and $D=\varepsilon_0\varepsilon_AE_A$ give
\begin{equation}
\frac1{E_A}=\frac{d_A}{\Delta S}
+\frac{\varepsilon_A}{\Delta S}\left(\frac{d_B}{\varepsilon_B}+\lambda_1+\lambda_2\right).
\label{series}
\end{equation}
Vary $d_A$ while holding $d_B$, the strain and both interface structures fixed. The slope of $1/E_A$ against $d_A$ is $1/\Delta S$, and neither permittivity nor excess length is needed to obtain it. By Eq.~(\ref{midgeneral}), the centre lineup extrapolated linearly to zero field gives $\tfrac12(S_1+S_2)$. Together these determine both zero-displacement steps within linear response, provided the zero-field polarizations are equal and the interfaces carry no fixed charge.

\section{When the polarizations differ}

Return to sharp interfaces, whose steps do not depend on the field, and let $\Delta P=P_B-P_A$ be the difference of the zero-field polarizations. Continuity of the full displacement now reads
\begin{equation}
\varepsilon_0\varepsilon_AE_A=\varepsilon_0\varepsilon_BE_B+\Delta P .
\end{equation}
Hence $E_B=(\varepsilon_A/\varepsilon_B)E_A-\Delta P/(\varepsilon_0\varepsilon_B)$. Putting this into Eq.~(\ref{loop}) gives
\begin{equation}
E_A=\frac{\Delta S+\Delta P\,d_B/(\varepsilon_0\varepsilon_B)}{d_A+\varepsilon_Ad_B/\varepsilon_B}.
\label{polar}
\end{equation}
Solving for $E_A$ instead of $E_B$ gives in the same way
\begin{equation}
E_B=\frac{\Delta S-\Delta P\,d_A/(\varepsilon_0\varepsilon_A)}{d_B+\varepsilon_Bd_A/\varepsilon_A}.
\end{equation}
The mismatch pushes the two fields in opposite directions, so the drops need no longer share a sign. It also biases a thickness series without spoiling its linearity: by Eq.~(\ref{polar}), $1/E_A$ is still linear in $d_A$, but its inverse slope is $\Delta S+\Delta P\,d_B/(\varepsilon_0\varepsilon_B)$ rather than $\Delta S$. For $\Delta S=0.4$ V, $\Delta P=0.5\ \mu{\rm C/cm^2}$, $d_B=2$ nm and $\varepsilon_B=10$ this is $0.51$ V.

A mismatch places bound charge $-\Delta P$ per area on interface 1 and $+\Delta P$ on interface 2. Fixed charges $+\sigma$ and $-\sigma$ on these interfaces act in the same way, with $\Delta P$ replaced by $-\sigma$.

\section{A semiconductor and MgO}

Take $3$ nm of a model semiconductor as A, with permittivity $12$ and gap $1.1$ eV. Take $2$ nm of MgO as B, with rough static permittivity $10$, electronic permittivity $3$ and gap $7.8$ eV. The steps $S_1=1.2$ V and $S_2=0.8$ V are model choices, not computed properties of MgO interfaces.

With relaxed ions and sharp interfaces,
\begin{align}
E_A&=\frac{0.4\ {\rm V}}{(3+12\times2/10)\ {\rm nm}}
=\frac{0.4}{5.4}\ {\rm V/nm}=0.74\ {\rm MV/cm},\\
E_B&=\frac{12}{10}E_A=0.89\ {\rm MV/cm}.
\end{align}
The displacement is $0.79\ \mu{\rm C/cm^2}$. The drops are $0.222$ V in A and $0.178$ V in B, which add to $0.4$ V.

To obtain band offsets, let the valence edge of B, measured from its own average potential energy, lie $2.4$ eV below that of A. This bulk term is also a choice. The valence offset from A to B is $-2.4\ {\rm eV}-eS_i$, or $-3.6$ eV at interface 1 and $-3.2$ eV at interface 2. The centres give a step of $1.0$ V and hence $-3.4$ eV, which differs by $0.2$ eV from each true offset.

\subsection{Response of ions and interfaces}

If the MgO ions are clamped and the steps are held fixed, $\varepsilon_B$ becomes $3$. The denominator for $E_A$ becomes $3+12\times2/3=11$ nm. Thus $E_A$ falls to $0.36$ MV/cm, while $E_B=4E_A$ rises to $1.45$ MV/cm. MgO then takes a larger share of the same total drop. In a full calculation, ionic relaxation can also alter the steps.

For the interface response, assume zones $0.2$ nm wide, centred on the dividing planes, with permittivity $4$ at interface 1 and $6$ at interface 2. Half of each zone replaces A and half replaces B, so
\begin{align}
\lambda_1&=0.1\left(\frac24-\frac1{12}-\frac1{10}\right){\rm nm}=0.032\ {\rm nm},\\
\lambda_2&=0.1\left(\frac26-\frac1{12}-\frac1{10}\right){\rm nm}=0.015\ {\rm nm}.
\end{align}
The sharp cell has $d_A/\varepsilon_A+d_B/\varepsilon_B=0.45$ nm. Adding the excess lengths lowers $E_A$ to $0.67$ MV/cm, which is $9.4\%$ below the sharp result. The steps read in this cell are $1.174$ V and $0.812$ V instead of $1.2$ V and $0.8$ V. The centre lineup shifts by only $-7$ mV, because the two interface responses partly cancel there.

With these zones, Eq.~(\ref{general}) gives $E_A=0.671$, $0.575$ and $0.446$ MV/cm for $d_A=3$, $4$ and $6$ nm at fixed $d_B$. The reciprocals are $14.9$, $17.4$ and $22.4$ nm/V. Their slope is $2.5$ nm/V, whose inverse returns $\Delta S=0.4$ V. This illustrates how Eq.~(\ref{series}) is used; the fields come from the same law.

\subsection{Polarization mismatch}

For $\Delta P=0.5\ \mu{\rm C/cm^2}$ and sharp interfaces, Eq.~(\ref{polar}) raises $E_A$ to $0.95$ MV/cm, while $E_B$ falls to $0.58$ MV/cm. The field in A doubles when the polarization term in its numerator equals $\Delta S$:
\begin{equation}
\Delta P=\frac{\varepsilon_0\varepsilon_B\Delta S}{d_B}=1.8\ \mu{\rm C/cm^2}.
\end{equation}
A mismatch of this size is as important for $E_A$ as the difference in dipole steps.

\section{When carriers appear}

The insulating solution requires the lowest conduction edge anywhere in the cell to lie above the highest valence edge anywhere. In the example both of these edges belong to A, since its gap lies well inside that of MgO at both interfaces. The tilt reduces the separation to
\begin{equation}
G_{\rm res}=G_A-e|E_A|d_A=1.1-0.222=0.88\ {\rm eV}.
\end{equation}
It is positive, so the band edges leave no energy window for interband tunnelling.

By Eq.~(\ref{drop}), the tilt in A is below $e|\Delta S|$. If $e|\Delta S|<G_A$, thickening A cannot close the residual gap while A holds both critical edges. If $e|\Delta S|>G_A$, closure occurs when
\begin{equation}
\frac{e|\Delta S|\,d_A}{d_A+\varepsilon_Ad_B/\varepsilon_B}=G_A .
\end{equation}
Multiplying out and collecting $d_A$ gives the critical thickness
\begin{equation}
d_A^{\rm crit}=\frac{\varepsilon_Ad_B}{\varepsilon_B}\,\frac{G_A}{e|\Delta S|-G_A}.
\end{equation}
Once the gap has closed, electrons transfer from one side of A to the other and screen the field, and Eq.~(\ref{fields}) fails. This estimate uses classical band edges and omits confinement energies, so it is a lower limit, and the omission is not small. With hard walls and a mass of $1.1$ electron masses for both carriers, the lowest levels in the example lie $0.14$ eV inside each band, so the gap between confined levels is $1.15$ eV rather than $0.88$ eV. For $\Delta S=2$ V and the same layers otherwise, the formula gives $2.9$ nm, while the confined levels meet only near $9$ nm; lighter masses delay closure further. In a computed band structure, the gap obtained at that level of theory must be used.

Thermal carriers can be sized in the same picture. Let both bands have the effective density of states $N$. For $E_A>0$, the edges at $x$ in A are $eE_Ax+G_A$ and $eE_Ax$. With Boltzmann statistics and chemical potential $\mu$, the sheet densities are
\begin{align}
n&=N\int_0^{d_A}e^{-(eE_Ax+G_A-\mu)/k_BT}\,dx,\\
p&=N\int_0^{d_A}e^{(eE_Ax-\mu)/k_BT}\,dx .
\end{align}
Neutrality sets $n=p=\sqrt{np}$, and $\mu$ cancels from the product. With $u=eE_Ad_A/k_BT$, the integrals without their constant factors are $d_A(1-e^{-u})/u$ and $d_A(e^u-1)/u$. Their product is $[2d_A\sinh(u/2)/u]^2$, so
\begin{equation}
n=Nd_A\,e^{-G_A/2k_BT}\,\frac{\sinh(u/2)}{u/2}.
\end{equation}
At $300$ K, with $N=2(2\pi mk_BT/h^2)^{3/2}$ and $m=1.1$ electron masses, this gives about $4\times10^4\ {\rm cm^{-2}}$. The displacement corresponds to $D/e=4.9\times10^{12}\ {\rm cm^{-2}}$. Intrinsic thermal charge is negligible for these numbers. The bulk density of states overestimates it in so thin a layer: with hard walls and an isotropic mass of $1.1$ electron masses for both carriers, confinement lowers the count to about $3\times10^3\ {\rm cm^{-2}}$.

\section{Comparison with a real stack}

The MgO constants are rough bulk values, and a $2$ nm film need not have the bulk permittivity. Its field of $0.89$ MV/cm is about $9\%$ of a rough breakdown field of $10$ MV/cm. The field in A exceeds the roughly $0.3$ MV/cm at which bulk silicon, with a similar gap, breaks down. However, a carrier gains at most $0.22$ eV from the field while crossing A, too little to create an electron-hole pair across the gap. In A, the potential energy changes by $3.4\%$ of the gap over $0.5$ nm, about one atomic cell, which suggests a modest nonlinear response but does not bound it. A fabricated stack differs more seriously through doping, contacts and interface charge. For instance, fixed charges of $+10^{12}$ and $-10^{12}$ elementary charges per ${\rm cm^2}$ on interfaces 1 and 2 amount to $0.16\ \mu{\rm C/cm^2}$. By Eq.~(\ref{polar}) with $\Delta P=-\sigma$, they lower $E_A$ by about $9\%$ of its charge-free value. Contacts can also impose a potential difference. If it amounts to $U$ over one full A/B period, it replaces $\Delta S$ by $\Delta S-U$. The periodic-cell fields should therefore not be transferred to a device; the interface steps can be carried over if the interface structures are the same, with their field response included.
